# Poole–Frenkel barrier lowering at a charged trap in a gate oxide

## Question

A transistor with a two-dimensional channel has a gate oxide 20 nm thick, across which 2.0 V is dropped. An electron trap lies at mid-film. The trap is neutral when it holds its electron and carries charge $+e$ when empty. In zero field its level lies $\phi=1.0$ eV below the conduction-band edge of the oxide.

Take the oxide as a uniform continuum with high-frequency dielectric constant $\varepsilon_\infty=5$ and static constant $\varepsilon_s=20$. The tunnelling mass is $m=0.2$ electron masses, the lattice quantum is 50 meV, the breakdown field is 4 MV/cm and the temperature is 300 K. These are rough values in the regime of hafnium oxide.

**(a)** Find the potential energy of the escaping electron along the field axis. Derive the position of the barrier top and the barrier lowering $\Delta$.

**(b)** Show that no path off the axis offers a lower barrier.

**(c)** Evaluate $\Delta$ in eV.

**(d)** Compare the result with Schottky lowering at a metal surface in the same oxide and field, and with a trap that is neutral when empty.

**(e)** By what factor does the field speed up classical thermal emission, first in one dimension and then averaged over directions? What does the averaging do to a dielectric constant inferred from the field dependence?

**(f)** Justify the choice of dielectric constant, and state what the other choice would give.

**(g)** Decide whether emission at 300 K can be treated as classical passage over the barrier.

**(h)** Estimate the influence of a metal gate 10 nm away and of a second empty trap 10 nm downstream. State the range of fields in which the result holds, and relate the model to a real device.

## Model answers

### (a) Barrier on the axis

Let $e>0$ be the elementary charge, $F>0$ the magnitude of the field in the oxide, and $z$ the coordinate along the electric force on the electron, with the trap at the origin. Energies are counted from the conduction-band edge at the trap site, without the trap's own Coulomb tail.

Once the electron has left, the trap has charge $+e$ and attracts it. The ion is held fixed. At distance $r$ the attraction has magnitude $C/r^2$, where

$$C=\frac{e^2}{4\pi\varepsilon_0\varepsilon_\infty}.$$

The corresponding energy, zero at large $r$, is $-C/r$. The uniform force $eF$ along $+z$ contributes $-eFz$. On the forward axis, where $r=z>0$,

$$U(z)=-\frac{C}{z}-eFz .$$

At the barrier top the two forces balance:

$$\frac{dU}{dz}=\frac{C}{z^2}-eF=0
\quad\Rightarrow\quad
r_m=\sqrt{\frac{C}{eF}} .$$

The second derivative, $-2C/z^3$, is negative, so this is a maximum. Since $C=eFr_m^2$, both terms of $U$ equal $-eFr_m$ there, and

$$U(r_m)=-2eFr_m=-2\sqrt{CeF}.$$

In zero field the electron must reach energy zero to escape. The lowering is therefore

$$\Delta=2\sqrt{CeF}
=\sqrt{\frac{4e^3F}{4\pi\varepsilon_0\varepsilon_\infty}}
=\sqrt{\frac{e^3F}{\pi\varepsilon_0\varepsilon_\infty}} .$$

Half of $\Delta$ comes from the applied field's potential at $r_m$. The other half is the Coulomb energy that the electron no longer has to overcome beyond $r_m$. The trap level is taken as unshifted, because the applied potential vanishes at the origin and polarization of the bound state is neglected. The remaining barrier is then $\phi-\Delta$.

### (b) The lowest pass in three dimensions

Let $\theta$ be the angle from the forward axis. In general

$$U(r,\theta)=-\frac{C}{r}-eFr\cos\theta .$$

Every path from the trap to the region far downfield crosses the sphere $r=r_m$. On that sphere, because $\cos\theta\le1$,

$$U=-eFr_m-eFr_m\cos\theta\ge-2eFr_m=-\Delta .$$

Thus every escape path reaches an energy of at least $-\Delta$. The forward axis never rises above this value, since $U(r_m)$ is its maximum. The lowest pass is therefore at $-\Delta$.

A numerical search confirms this without using the sphere argument. The potential was placed on a grid of spacing 0.05 nm in the axial and radial coordinates, and the energy was found at which the well first connects to the downfield region. It lies 0.3394 eV below zero, in agreement with the formula evaluated in part (c).

### (c) The number

The field is

$$F=\frac{2.0\ \text{V}}{20\ \text{nm}}=0.10\ \text{V/nm}=1.0\ \text{MV/cm}=1.0\times10^8\ \text{V/m}.$$

Dividing the energy formula by $e$ gives the lowering in volts, whose numerical value is the energy in eV:

$$\frac{\Delta}{e}=\sqrt{\frac{eF}{\pi\varepsilon_0\varepsilon_\infty}}
=\sqrt{\frac{(1.602\times10^{-19})(10^8)}{\pi(8.854\times10^{-12})(5)}}\ \text{V}
=\sqrt{0.1152}\ \text{V}.$$

Hence

$$\Delta\approx0.34\ \text{eV}=5.4\times10^{-20}\ \text{J}.$$

The geometry gives the same value. With $C=0.2880$ eV nm and $eF=0.10$ eV/nm,

$$r_m=\sqrt{0.2880/0.10}\ \text{nm}=1.70\ \text{nm},\qquad
\Delta=2(0.10)(1.697)\ \text{eV}=0.339\ \text{eV}.$$

The barrier left for this trap is $1.00-0.34=0.66$ eV. Since $\Delta\propto F^{1/2}\varepsilon_\infty^{-1/2}$, a small relative error in either input produces half that relative error in $\Delta$.

### (d) Two comparisons

**Schottky lowering.** An electron at distance $z$ from a metal surface is attracted by its image, which is $2z$ away. The force is $C/(2z)^2$, and the energy follows from the work done in moving the electron to infinity:

$$U_{\text{im}}(z)=-\int_z^\infty\frac{C}{4s^2}\,ds=-\frac{C}{4z}.$$

This is the trap problem with $C$ replaced by $C/4$. Because the lowering varies as $\sqrt C$,

$$\Delta_{\text S}=2\sqrt{\frac{C}{4}eF}=\frac{\Delta}{2}=0.17\ \text{eV}.$$

The factor of four in the force arises because the image is twice as far from the electron as the surface is. Because the image also recedes as the electron moves away, the energy is $-C/(4z)$ rather than the $-C/(2z)$ of a fixed charge at the same separation.

**A trap that is neutral when empty.** There is no Coulomb tail. If the binding potential is confined to a radius $a$, the potential outside it is just $-eFz$, and the forward barrier top lies at the edge of the well. The lowering is $eFa$, linear in the field. Compared with the charged trap,

$$\frac{eFa}{\Delta}=\frac{eFa}{2eFr_m}=\frac{a}{2r_m},$$

which is small when $a\ll r_m$. The charge state of the empty trap is therefore essential to the result in part (c).

### (e) Classical emission

Suppose that the emission rate is proportional to $\exp(-\text{barrier}/kT)$, with a prefactor independent of field. In one dimension the field multiplies the rate by $e^b$, where

$$b=\frac{\Delta}{kT}=\frac{0.3394}{0.02585}=13.13,
\qquad e^b=5.0\times10^5 .$$

For escape along a straight ray at angle $\theta<90^\circ$, the force component along the ray is $eF\cos\theta$. Replacing $F$ by $F\cos\theta$ in part (a) gives the lowering $\Delta\sqrt{\cos\theta}$. For the backward half-space we adopt the usual simple assumption that the barrier keeps its zero-field height. With $u=\cos\theta$, the average over solid angle is

$$R=\frac12\int_{-1}^{0}du+\frac12\int_0^1e^{b\sqrt u}\,du .$$

The first term is $1/2$. In the second, put $u=s^2$, so $du=2s\,ds$, and integrate by parts:

$$\frac12\int_0^1e^{b\sqrt u}du=\int_0^1se^{bs}ds
=\frac{e^b}{b}-\frac{e^b-1}{b^2}.$$

Therefore

$$R=\frac12+\frac{1+(b-1)e^b}{b^2}=3.5\times10^4 .$$

As $b\to0$ the second term tends to $1/2$ and $R\to1$, as it must without a field. At the present field $R$ is 0.070 of the one-dimensional factor, because the full lowering is available only along the forward axis. Expressed as an energy, this reduction is $kT\ln(1/0.0704)\approx0.07$ eV. The electrostatic lowering is unchanged.

The field dependence is affected less. In one dimension, the logarithm of the rate has unit slope against $b$, and $b\propto\sqrt{F/\varepsilon_\infty}$. For large $b$ the averaged factor is close to $(b-1)e^b/b^2$, so

$$\frac{d\ln R}{db}\approx1+\frac1{b-1}-\frac2b
=1+0.082-0.152=0.93 .$$

A one-dimensional analysis of such data near this field would find a slope against $\sqrt F$ that is 7% too small. As the inferred dielectric constant varies as the inverse square of the slope, it would return $5/0.93^2\approx5.8$ instead of 5. This estimate assumes classical emission, escape along straight rays, fixed temperature and no other field-dependent factor in the current. Part (g) shows that the first assumption fails for this trap at 300 K. The value 5.8 therefore illustrates the average over straight rays alone and is not a correction for data taken at that temperature. The ray assumption matters too. Electrons can turn towards the lowest pass, whose thermally accessible area varies as $kT\,r_m^3/C$, or as $b^{-3}$ when only the field changes. Classical flux through the pass then has a slope of about $1-3/b=0.77$.

### (f) Which dielectric constant?

The electrons of the oxide respond quickly to the escaping charge, while the ions respond on the time scale of lattice vibrations. To compare times, we need the curvature at the barrier top:

$$U''(r_m)=-\frac{2C}{r_m^3}=-\frac{2eF}{r_m}.$$

Setting this equal to $-m\omega^2$ gives

$$\omega=\sqrt{\frac{2eF}{mr_m}},\qquad \frac1\omega=3.1\ \text{fs}.$$

This is the time in which motion away from the barrier top grows by a factor $e$. The corresponding lattice time, $\hbar/(50\ \text{meV})$, is 13 fs. For motion near the top the lattice is slower by a factor of about four, which favours $\varepsilon_\infty$. The separation is modest, and it is largely lost for electrons that tunnel, as many do in part (g). Their traversal time is $\tau=\int\sqrt{m/[2(U-E)]}\,dz$, which is already $\pi/\omega\approx9.8$ fs just below the top. The WKB exponent changes with energy at the rate $-2\tau/\hbar$. The largest contribution comes where this balances the thermal factor, so that $\tau=\hbar/(2kT)\approx13$ fs at 300 K. The value $\varepsilon_\infty$ is therefore a limiting choice, and some ionic response must be expected.

If the lattice followed fully, $\varepsilon_s=20$ would apply. The constant is then four times larger and the lowering is halved:

$$\Delta(\varepsilon_s)=\frac{0.339}{\sqrt4}\ \text{eV}=0.17\ \text{eV}.$$

Its equality with the Schottky value in part (d) is a consequence of the chosen ratio $\varepsilon_s/\varepsilon_\infty=4$. An effective constant between 5 and 20 gives a lowering between 0.34 and 0.17 eV. The applied field has been held fixed in this comparison.

### (g) Tunnelling below the barrier top

Near its top the barrier is an inverted parabola. With $x=z-r_m$, its height above an energy lying $\delta$ below the top is $\delta-\frac12m\omega^2x^2$. The turning points are $\pm x_0$, with $x_0^2=2\delta/(m\omega^2)$. The WKB transmission exponent is

$$\frac2\hbar\int_{-x_0}^{x_0}\!\sqrt{2m\left(\delta-\tfrac12m\omega^2x^2\right)}\,dx
=\frac{2m\omega}{\hbar}\int_{-x_0}^{x_0}\!\sqrt{x_0^2-x^2}\,dx .$$

The last integral is the area of a half-disc, $\pi x_0^2/2$, so the exponent equals $2\pi\delta/(\hbar\omega)$.

Going down by $\delta$ thus costs a transmission factor $e^{-2\pi\delta/\hbar\omega}$, but gains a thermal factor $e^{\delta/kT}$. The gain wins when

$$kT<kT_c=\frac{\hbar\omega}{2\pi}=\frac{0.2119\ \text{eV}}{2\pi}=0.0337\ \text{eV},
\qquad T_c\approx390\ \text{K}.$$

At 300 K the trap is below this crossover, and classical passage over the top is not an adequate description of the rate.

To estimate the size of the effect, let $\mathcal T(E)$ be the transmission at energy $E$. Relative to one-dimensional classical emission in the same field, the rate is increased by

$$G=\int_{-\phi}^{\infty}\frac{dE}{kT}\,\mathcal T(E)\,e^{-(E+\Delta)/kT}.$$

For a classical step, $\mathcal T=0$ below $-\Delta$ and 1 above it, this gives $G=1$. The formula assumes that thermal activation supplies a continuous ladder of energies above the trap level. A real trap has discrete electronic levels coupled to vibrations, so $G$ is a size estimate. It also uses the continuum Coulomb tail down to about 0.3 nm from the trap and a single mass up to 1 eV into the gap, both rough approximations.

Using the full Coulomb-plus-field barrier below the top and the parabolic transmission above it, numerical integration gives $G\approx66$ at 300 K, 6 at 400 K and 2 at 600 K. At 300 K, tunnelling acts on the rate like an additional lowering of

$$kT\ln66\approx0.11\ \text{eV}.$$

This is a one-dimensional estimate. At the barrier top the potential also confines the electron sideways, with curvature $C/r_m^3$ in each of two directions. The corresponding quantum is $\hbar\omega/\sqrt2\approx0.15$ eV, so the two directions together have a zero-point energy of about 0.15 eV. The fair comparison is with classical sideways motion. For a harmonic direction with quantum $\hbar\omega_\perp$, quantum motion changes the rate by the factor $x/\sinh x$, where $x=\hbar\omega_\perp/(2kT)\approx2.9$ here. The two directions together give about 0.10 at the barrier top. This opposes the gain from tunnelling without cancelling it in this rough estimate, and a quantitative rate needs a three-dimensional calculation.

The value at 400 K shows that $T_c$ is not a sharp switch. Just above it, the thermal and transmission factors still nearly cancel over a range of energies.

The integrand also shows that the barrier top does not dominate at 300 K. At the top it is $1/2$. At the trap level the thermal factor has exponent $0.6606/0.02585=25.6$, and the WKB exponent is 25.7, so the integrand is again of order one. The range between them spans 25.6 units of $kT$. Since $G\approx66$, the average integrand there is about 2.6, and it must be larger at intermediate energies than at either end. Thermally assisted tunnelling through the barrier carries most of the emission in this model.

The mass does not enter $\Delta$, which remains 0.34 eV. What changes is the step from barrier height to emission rate.

### (h) Surroundings, range of validity and real devices

**Metal gate.** Place the gate at $z=d=10$ nm. The ion's image has charge $-e$ at $2d$ and repels the electron, while the electron's own image attracts it. The added energy is

$$V_g(z)=\frac{C}{2d-z}-\frac{C}{4(d-z)} .$$

At the trap it equals $C/(2d)-C/(4d)=C/(4d)$. This shift must be subtracted, because the barrier is measured from the trap level. At $r_m$ the terms are

$$V_g(r_m)=\frac{0.2880}{18.303}-\frac{0.2880}{4(8.303)}
=0.01573-0.00867=0.00706\ \text{eV},$$

against 0.00720 eV at the trap. The lowering increases by about 0.14 meV, which is negligible. Between the trap and the barrier top, the ion's image term rises by 1.3 meV and the electron's own image term falls by 1.5 meV, so the two changes nearly cancel.

**Second empty trap.** A charge $+e$ at $z=a=10$ nm adds $-C/(a-z)$. It lowers the barrier top more than the trap level, as the top is closer to it. To first order the additional lowering is

$$\frac{C}{a-r_m}-\frac Ca
=\frac{0.2880}{8.303}-\frac{0.2880}{10}\approx0.0059\ \text{eV}.$$

Letting the barrier top move gives 5.8 meV, about 2% of $\Delta$. When the spacing becomes comparable with $2r_m\approx3.4$ nm, the Coulomb wells overlap and the isolated-trap formula fails.

**High field.** The formula predicts $\Delta=\phi$ when

$$F=(1.0\ \text{MV/cm})\left(\frac{1.00}{0.3394}\right)^2=8.7\ \text{MV/cm}.$$

At that point the classical barrier would vanish. The assumed breakdown field of 4 MV/cm is reached first, and the working field is a quarter of it.

**Low field.** The barrier top moves outward as $r_m\propto F^{-1/2}$. It would reach the gate, 10 nm from the trap, at

$$F=(1.0\ \text{MV/cm})\left(\frac{1.697}{10}\right)^2\approx0.03\ \text{MV/cm}.$$

The isolated-trap result requires a field well above this value. At 1 MV/cm the barrier top is 1.7 nm from the trap and well inside the film. An electron tunnelling from the trap level, however, leaves the isolated-trap barrier at $z=[\phi+\sqrt{\phi^2-\Delta^2}]/(2eF)=9.7$ nm, almost at the gate. The tunnelling estimate in part (g) leaves the gate out. Adding $V_g$ to the barrier, with energies measured from the shifted trap level, raises $G$ at 300 K from 66 to about 77, so its order of magnitude is unchanged.

**Real device.** The dielectric constants, mass and breakdown field are rough values for a hafnium-oxide-like insulator; the 1 eV depth is a model choice, since the level depends on the defect. A 20 nm film is thick for a scaled transistor, and it was chosen to keep the trap and the barrier top far from both surfaces. Real films also contain fixed charge and nonuniform layers, so the local field need not equal voltage divided by thickness. A local field 20% above the assumed value would raise $\Delta$ by $\sqrt{1.2}-1\approx10\%$, to about 0.37 eV. For this example the larger uncertainties are the partial lattice response, which could reduce the lowering towards 0.17 eV, and quantum motion: in the one-dimensional estimate, tunnelling raises the rate at 300 K by a factor of 66 for the assumed mass of 0.2 electron masses. Sideways confinement, estimated in part (g), cuts this gain by roughly a factor of ten. The one-dimensional factor is sensitive to the mass: it would be about 430 for a mass of 0.15 and 11 for a mass of 0.3. A leakage or trap-noise model that uses $\Delta$ alone therefore needs a separate check of the emission mechanism.

## Values computed for the example and the checks

```
INPUTS (rough, hafnium-oxide-like gate oxide)
high-frequency dielectric constant: 5.0
static dielectric constant: 20.0
oxide field: 1.00 MV/cm = 1.00e+08 V/m
oxide thickness: 20.0 nm
voltage across oxide: 2.00 V
trap depth: 1.00 eV
tunnelling mass: 0.20 electron masses
temperature: 300 K
BARRIER
Coulomb strength C: 0.2880 eV nm
distance to barrier top: 1.697 nm
lowering, formula: 0.3394 eV = 5.438e-20 J
lowering, axial search: 0.3394 eV
lowering, spatial grid search: 0.3394 eV
barrier left for this trap: 0.6606 eV
power of field: 0.5000
power of dielectric constant: -0.5000
Schottky lowering: 0.1697 eV
CLASSICAL EMISSION
thermal energy: 0.02585 eV
lowering / thermal energy: 13.129
one-dimensional factor: 5.033e+05
direction-averaged factor: 3.541e+04
averaged / one-dimensional: 0.0704
NEGLECTED EFFECTS
lowering with static constant: 0.1697 eV
barrier time 1/omega: 3.11 fs
lattice quantum: 50 meV
lattice time 1/omega: 13.16 fs
barrier-top quantum: 0.2119 eV
tunnelling crossover temperature: 391 K
WKB exponent from trap level: 25.69
tunnelling gain over classical, 300 K: 66.03
tunnelling gain over classical, 400 K: 6.11
tunnelling gain over classical, 600 K: 1.99
gain at 300 K as equivalent lowering: 0.108 eV
distance to gate: 10.0 nm
change of lowering by gate: 0.14 meV
distance to second trap: 10.0 nm
change of lowering by second trap: 5.81 meV
rough breakdown field: 4.0 MV/cm
field / breakdown field: 0.25
field where lowering equals depth: 8.68 MV/cm
```
